# Golden-rule ladder rates and detailed balance for a Si-H oscillator, part 2

A vibration of mass $m$ and angular frequency $\omega$ exchanges energy with a bath at temperature $T$. The Hamiltonian is

$$
H=H_S+H_B+qF,\qquad H_S=\frac{p^2}{2m}+\frac{m\omega^2q^2}{2}.
$$

Here $q$ is the displacement, $p$ its momentum, $H_B$ the bath Hamiltonian, and $F$ a Hermitian force acting on the bath alone, of any form in the bath coordinates. The constant $\hbar$ is kept explicit, and numbers are given in electronvolts, nanometres and seconds.

The harmonic levels are $\varepsilon_n=\hbar\omega(n+\tfrac12)$. The ladder operator $a$ obeys $a|n\rangle=\sqrt n\,|n-1\rangle$, and

$$
q=\sqrt{\frac{\hbar}{2m\omega}}\,(a+a^\dagger).
$$

Hence $|\langle n-1|q|n\rangle|^2=n\hbar/2m\omega$, and only neighbouring levels are connected.

With $F(t)$ evolving under $H_B$ alone and the average taken in thermal equilibrium, the force spectrum is

$$
S(\Omega)=\int_{-\infty}^{\infty}\!dt\,e^{i\Omega t}\langle F(t)F(0)\rangle .
$$

Positive $\Omega$ means that the bath gains the energy $\hbar\Omega$. The golden rule, which holds for times longer than the bath memory but short enough that the initial level is hardly depleted, gives for any level spacing

$$
\Gamma_{n\to m'}=\frac{|q_{m'n}|^2}{\hbar^2}\,S\!\left(\frac{\varepsilon_n-\varepsilon_{m'}}{\hbar}\right).
$$

Here $q_{m'n}$ is the matrix element of $q$ between levels $n$ and $m'$. For harmonic levels this becomes

$$
\Gamma_{n\to n-1}=\frac{1}{\hbar^2}\,\frac{n\hbar}{2m\omega}\,S(\omega)=n\,k_\downarrow,
\qquad k_\downarrow=\frac{S(\omega)}{2m\hbar\omega},
$$

$$
\Gamma_{n\to n+1}=(n+1)\,k_\uparrow,\qquad k_\uparrow=\frac{S(-\omega)}{2m\hbar\omega}.
$$

The factor $n$ was first inferred from classical friction, under which an oscillator loses energy at a rate proportional to the energy it has.

For a bath in thermal equilibrium, $S(-\Omega)=e^{-\hbar\Omega/k_BT}\,S(\Omega)$, which gives detailed balance between a transition and its reverse:

$$
\frac{\Gamma_{n-1\to n}}{\Gamma_{n\to n-1}}=\frac{k_\uparrow}{k_\downarrow}=e^{-\hbar\omega/k_BT}.
$$

## Populations, the Si-H bond and the limits of the model

The oscillator has mass $m$, frequency $\omega$ and levels $n=0,1,2,\dots$, and it is coupled to a bath at temperature $T$ by the product of its displacement $q$ and a bath force $F$. The force spectrum $S(\Omega)$ is the Fourier transform of $\langle F(t)F(0)\rangle$, and a positive $\Omega$ means that the bath gains energy. To second order in the coupling, the downward rate from level $n$ is $nk_\downarrow$ and the upward rate is $(n+1)k_\uparrow$, with $k_\downarrow=S(\omega)/2m\hbar\omega$ and $k_\uparrow=k_\downarrow e^{-\hbar\omega/k_BT}$. For unequal level spacings the general form is $\Gamma_{n\to m'}=|q_{m'n}|^2S((\varepsilon_n-\varepsilon_{m'})/\hbar)/\hbar^2$.

These rates can be tested against a solution of the full Schrödinger equation. In units with $m=\hbar=\omega=1$, take four oscillator levels and 300 bath levels evenly spaced over a band of width 6, with $k_BT=0.7$. Let the off-diagonal elements of $F$ have equal magnitude and random signs, with a strength for which the golden rule gives $k_\downarrow=5\times10^{-5}$. The growth of the transition probabilities between times 20 and 60 gives downward rates of $0.995$, $1.978$ and $2.954$ times $k_\downarrow$ from levels 1, 2 and 3. The up-down ratios for the three pairs are $0.2395$, $0.2395$ and $0.2394$, while $e^{-1/0.7}=0.2397$. Most of the small shortfall in the downward rates comes from depletion. The fractional loss of slope is about the mean time, 40, multiplied by the sum of the total rates out of the initial and final states. The simulated bath is isolated and keeps the quantum it has just received, so it can always give it back. After a step from level $n$ to level $n-1$, the upward coefficient is therefore $k_\downarrow$ instead of $k_\uparrow$, and the total rate out of the final state is $(2n-1)k_\downarrow$. The estimated loss is then 0.5, 1.1 and 1.6 percent, against observed shortfalls of 0.5, 1.1 and 1.5 percent.

To follow the oscillator over many steps, one more assumption is needed: the bath must return to equilibrium between steps. Coherences between levels must also average out, which they do when the rates are small compared with $\omega$. The populations $P_n$ then obey

$$
\dot P_n=J_{n+1}-J_n,\qquad J_n=n\,(k_\downarrow P_n-k_\uparrow P_{n-1}),
$$

where $J_n$ is the net downward flow from level $n$ to level $n-1$, and $J_0=0$. In a steady state all the $J_n$ are equal, and since $J_0=0$ they all vanish. Therefore $P_n/P_{n-1}=k_\uparrow/k_\downarrow=e^{-\hbar\omega/k_BT}$, which is the Boltzmann distribution. The mean level rises by one at each upward step and falls by one at each downward step, so

$$
\frac{d\langle n\rangle}{dt}=\sum_nP_n[(n+1)k_\uparrow-nk_\downarrow]
=-(k_\downarrow-k_\uparrow)\langle n\rangle+k_\uparrow .
$$

The excess energy decays exponentially at the rate $k_\downarrow-k_\uparrow$, whatever the initial distribution. This is the classical friction law from which the factor $n$ was first inferred.

For a Si-H bond at an interface between silicon and its oxide, take a stretch quantum of 0.25 eV and a bend quantum of 0.08 eV. Let the silicon phonon band end at 0.064 eV. These are rough, rounded values. For harmonic phonons, a force linear in phonon coordinates changes the bath energy by one phonon at a time, so its spectrum vanishes above 0.064 eV and it cannot relax the stretch. With silicon phonons alone at least four are needed, because three carry at most 0.192 eV. Two bend quanta and two phonons carry up to $2(0.08+0.064)=0.288$ eV, which is enough.

A model of this second route takes $F$ proportional to the product of two bend coordinates and two phonon coordinates, all independent. The force correlation function is then the product of the four separate ones. A coordinate of energy $\epsilon$ and thermal occupation $N(\epsilon)=1/(e^{\epsilon/k_BT}-1)$ contributes

$$
c(t)\propto[N(\epsilon)+1]e^{-i\epsilon t/\hbar}+N(\epsilon)e^{i\epsilon t/\hbar},
$$

where the first term is emission into the bath mode and the second is absorption from it. For the phonons this is integrated over energy with a weight $D(\epsilon)$, chosen here as $D\propto\epsilon^3(1-\epsilon^2/\epsilon_c^2)^3$ with $\epsilon_c=0.064$ eV. To take up 0.25 eV, all four quanta must be emitted, since absorbing any one of them would leave too little energy in the others. The two phonons share $r=0.25-0.16=0.09$ eV, so, with $N_b$ the occupation of a bend mode,

$$
S(\omega)\propto(N_b+1)^2\int d\epsilon\,D(\epsilon)D(r-\epsilon)\,[N(\epsilon)+1][N(r-\epsilon)+1].
$$

For $S(-\omega)$ every factor $N+1$ becomes $N$. Since $N/(N+1)=e^{-\epsilon/k_BT}$ for each quantum, the four ratios multiply to $e^{-0.25\,\mathrm{eV}/k_BT}$ at every point of the integral. Detailed balance for the whole process is thus built from detailed balance for each quantum. At 400 K, numerical Fourier transformation of the correlation function gives $S(-\omega)/S(\omega)=7.08\times10^{-4}$, equal to the Boltzmann factor to the digits shown.

The absolute strength of this coupling is not calculated. Instead, the relaxation rate of the first level at 400 K is set to $k_\downarrow=10^9$ s$^{-1}$. The reduced mass of hydrogen against one silicon atom is $1.008\times28.086/29.094=0.973$ u, which gives a zero-point displacement $\sqrt{\hbar/2m\omega}=0.0093$ nm. The force spectrum needed for the chosen rate is $S(\omega)=2m\hbar\omega k_\downarrow=1.29\times10^{-37}$ N$^2$ s. With $k_BT=0.0345$ eV,

$$
k_\uparrow=10^9\times7.08\times10^{-4}=7.1\times10^5\ \mathrm{s^{-1}}.
$$

The bond is excited from its ground level about once in 1.4 µs and stays excited for about 1 ns. The lifetime of level $n$ is $1/[nk_\downarrow+(n+1)k_\uparrow]$, which gives 1.00, 0.50 and 0.33 ns for the first three excited levels.

Cooling to 300 K with the coupling held fixed lowers $k_\downarrow$ to $7.0\times10^8$ s$^{-1}$, because there is less stimulated emission into the bends and phonons. The Boltzmann factor falls to $6.3\times10^{-5}$, and $k_\uparrow$ becomes $4.4\times10^4$ s$^{-1}$, a factor of 16 lower. Detailed balance fixes the ratio of the rates at each temperature, and leaves the temperature dependence of $k_\downarrow$ to the particular bath.

The golden rule is well satisfied for these numbers. A finite lifetime smears the transition energy by about $\hbar k_\downarrow$, and a shift of this size changes $S$ by a fraction of about $k_\downarrow\tau$, where $\tau=|d\ln S/d\Omega|$ at $\Omega=\omega$. The model bath has $\tau=64$ fs, so $k_\downarrow\tau=6.4\times10^{-5}$, and $k_\downarrow/\omega=2.6\times10^{-6}$.

The harmonic levels are a much poorer approximation. A Morse potential of depth $D_e=3$ eV, again a rough value, has the levels

$$
\varepsilon_n=\hbar\omega_0\left(n+\tfrac12\right)-\frac{[\hbar\omega_0(n+\tfrac12)]^2}{4D_e},
$$

a formula that agrees with diagonalization on a grid to within $3\times10^{-5}$ eV for the lowest eleven levels. Because $(n+\tfrac12)^2-(n-\tfrac12)^2=2n$, the gap below level $n$ is $\hbar\omega_0-n(\hbar\omega_0)^2/2D_e$. Setting the first gap to 0.25 eV gives $\hbar\omega_0=0.2614$ eV. The gap below level 2 is then 0.2386 eV, and that below level 5 is 0.2045 eV.

In the general rate formula, both the matrix element and the bath frequency now change with $n$. Relative to the harmonic value $nk_\downarrow$, the downward rate from level 2 is multiplied by $1.023\times2.19=2.24$, and that from level 5 by $1.10\times1.23=1.35$. In each product the first factor comes from the matrix element and the second from the bath. The matrix elements keep the scaling with $n$ to within 10 percent at these levels, while the bath spectrum breaks it. The non-monotonic change has a simple origin in this model. The weight $D(\epsilon)$ is largest at $\epsilon_c/\sqrt3=0.037$ eV, so two phonons are most readily emitted when they share about 0.07 eV. They share 0.090 eV in the first transition, 0.079 eV in the second and 0.045 eV in the fifth. This picture holds up to level 5. For gaps below $0.16+0.064=0.224$ eV, one phonon can also be emitted while another is absorbed. At 400 K that process supplies more than half of the spectrum at level 6 and nearly all of it from level 7 to level 10. Real bonds have other decay channels, and these factors should not be carried over to them.

Detailed balance survives anharmonicity, but each pair of levels has its own gap in the exponent. The up-down ratio at 400 K rises from $7.1\times10^{-4}$ for the first pair to $9.9\times10^{-4}$ for the second and $2.7\times10^{-3}$ for the fifth. The effect accumulates up the ladder. Level 10 lies 2.50 eV above the ground level in the harmonic model and 1.99 eV above it in the Morse model, so its thermal population relative to the ground level is $3\times10^{-32}$ in the first and $9\times10^{-26}$ in the second.

A Morse oscillator also has a matrix element for the direct step from level 2 to level 0, with $|q_{02}|^2/|q_{01}|^2=0.011$. The energy released, 0.489 eV, exceeds the 0.288 eV that the model bath can take, so this step does not occur through this channel. A coupling proportional to $q^2$ would open two-quantum steps even for a harmonic oscillator. Since $\langle n-2|a^2|n\rangle=\sqrt{n(n-1)}$, their rates would scale as $n(n-1)$.

In a transistor under current the lattice is not the only bath. Energetic carriers also exert a fluctuating force on the bond. If that force is again coupled linearly to $q$, its rates have the same factors $n$ and $n+1$, but the carriers are not in equilibrium at the lattice temperature. As a simple limit, let them add the same coefficient $k_c$ to $k_\uparrow$ and $k_\downarrow$. This treats the whole current as carriers with energies far above 0.25 eV. Carriers below 0.25 eV cannot excite the bond, so for a given cross-section the limit overestimates the upward rate. A current of 1 mA per µm of width through a layer 3 nm thick has a density of $3.3\times10^7$ A/cm$^2$. With an assumed effective cross-section of $10^{-20}$ cm$^2$,

$$
k_c=\frac{3.33\times10^7\ \mathrm{A/cm^2}}{1.602\times10^{-19}\ \mathrm{C}}\times10^{-20}\ \mathrm{cm^2}
=2.1\times10^6\ \mathrm{s^{-1}}.
$$

This is three times the thermal $k_\uparrow$ at 400 K, though it adds only 0.2 percent to $k_\downarrow$. The up-down ratio becomes

$$
\rho=\frac{k_\uparrow+k_c}{k_\downarrow+k_c}=2.8\times10^{-3},
$$

which is the Boltzmann factor of a harmonic oscillator at 493 K. The bond is vibrationally hotter than the lattice, and detailed balance at 400 K no longer holds for the total rates. In the harmonic model, the relative population of level 10 rises to $\rho^{10}=2.8\times10^{-26}$.

To connect populations with bond breaking, suppose that the harmonic ladder ends at level $N$ and that the next upward step breaks the bond. Write $K_\uparrow=k_\uparrow+k_c$ for the total upward coefficient. A slow, steady upward flow $R$ satisfies $R=nK_\uparrow(P_{n-1}-P_n/\rho)$ for each pair. Dividing by $nK_\uparrow\rho^{\,n-1}$ gives

$$
\frac{P_{n-1}}{\rho^{\,n-1}}-\frac{P_n}{\rho^{\,n}}=\frac{R}{nK_\uparrow\rho^{\,n-1}} .
$$

Summed from $n=1$ to $N+1$ with $P_{N+1}=0$, the left-hand side telescopes to $P_0$. For $\rho\ll1$ the last term dominates the sum on the right, and $P_0\approx1$, so

$$
R\approx(N+1)K_\uparrow\rho^{N}.
$$

For $N=10$ this gives $2.5\times10^{-25}$ s$^{-1}$ without carriers and $8.6\times10^{-19}$ s$^{-1}$ with them. The carriers raise the rate by more than six orders of magnitude, yet it remains negligible over any device lifetime. With these parameters, a harmonic ladder climbed one quantum at a time does not account for bond breaking. The size of the enhancement by carriers also depends on the harmonic ladder. In the Morse model with the same bath, the thermal upward steps into levels 2 to 13 are each faster than their counterparts in the harmonic ladder, by factors between about 3 and 37, so the same carriers add relatively less to it. The change from level to level is not steady, because the bath spectrum varies with the gap. If the carrier rates follow the same Morse matrix elements, the carriers raise the level-10 population by a factor of about 90 instead of nearly $10^6$.

Set beside a real interface, the quantum of 0.25 eV is close to typical, and 400 K is a realistic temperature for a hot chip. The phonon cutoff is that of silicon. The oxide has vibrations up to about 0.15 eV, two of which could carry the stretch quantum, and the model leaves them out. The lifetime is far less certain. About a nanosecond is representative of hydrogen on clean silicon surfaces, whereas some hydrogen centres inside silicon relax much faster, on picosecond scales. If $k_\downarrow$ were 100 times larger with the carriers unchanged, $k_\uparrow$ would be $7.1\times10^7$ s$^{-1}$. The carriers would then add only 3 percent to it and would raise the level-10 population by a factor of about 1.3, instead of nearly $10^6$. The cross-section is an assumption, not a measured value. Reducing it tenfold at the original $k_\downarrow$ would leave an increase by a factor of about 13. In a device under current the carriers are not in equilibrium with the lattice, and in the harmonic model the size of the consequence depends steeply on the lifetime, the cross-section and the share of carriers with enough energy, none of which is well known here. Single carriers energetic enough to excite several quanta at once, and fields that lower the barrier, lie outside this model. The values behind the example are collected in the numerical output below.

## Computed values

```
Harmonic |q(n-1,n)|^2 in hbar/(m w), n=1,2,3: [0.5 1.  1.5]
Exact dynamics, model bath at kT/(hbar w) = 0.7
  down rate / golden-rule k_down, n=1,2,3: [0.995 1.978 2.954]
  up/down ratio for pairs n=1,2,3: [0.2395 0.2395 0.2394]
  exp(-hbar w/kT) for this bath: 0.2397
Si-H inputs: quantum 0.25 eV, bend 0.08 eV, phonon cutoff 0.064 eV
  well depth 3.0 eV, T 400 K, k_down 1.0e+09 1/s
Reduced mass: 0.9731 u; kT: 0.03447 eV
Zero-point rms displacement: 0.00927 nm
Force spectrum S(w) needed for k_down: 1.294e-37 N^2 s
Bath S(-w)/S(w) from time correlation: 7.0817e-04
exp(-hbar w/kT) at 400 K: 7.0817e-04
k_up at 400 K: 7.082e+05 1/s
  level 1: down rate 1.00e+09 1/s, lifetime 0.9986 ns
  level 2: down rate 2.00e+09 1/s, lifetime 0.4995 ns
  level 3: down rate 3.00e+09 1/s, lifetime 0.3330 ns
  level 5: down rate 5.00e+09 1/s, lifetime 0.1998 ns
At 300 K, same bath channel: k_down 6.962e+08 1/s, k_up 4.395e+04 1/s
  exp(-hbar w/kT) at 300 K: 6.3123e-05
Bath memory time from slope of ln S: 64.0 fs; k_down*memory: 6.4e-05
k_down/w: 2.6e-06
Morse harmonic quantum: 0.2614 eV
  n=2: gap 0.2386 eV, |q|^2/(n|q01|^2) 1.023, S(gap)/S(w) 2.190
       down rate/(n k_down) 2.240, up/down 9.854e-04
  n=5: gap 0.2045 eV, |q|^2/(n|q01|^2) 1.097, S(gap)/S(w) 1.230
       down rate/(n k_down) 1.349, up/down 2.655e-03
  overtone |q02|^2/|q01|^2: 0.0114
  largest energy this bath channel takes: 0.288 eV; 2->0 gap 0.4886 eV
Carriers: 1.0 mA/um in 3.0 nm, assumed cross-section 1e-20 cm^2
  current density 3.33e+07 A/cm^2, carrier coefficient 2.081e+06 1/s
  driven up/down ratio 2.783e-03, effective temperature 493 K
Population of level 10 relative to level 0:
  harmonic thermal 3.17e-32, Morse thermal 9.07e-26
  harmonic with carriers 2.79e-26
Level 10 energy above level 0: harmonic 2.500 eV, Morse 1.988 eV
```
